# How a Zeeman gap reduces the thermal conductivity of ferromagnetic magnons

**Question**

A three-dimensional, isotropic ferromagnetic insulator has one magnon branch,

$$\varepsilon_k=\Delta+Dk^2,\qquad \Delta=g\mu_B B ,$$

where $D$ is the exchange stiffness and $B$ is $\mu_0$ times the internal magnetic field. Every magnon has the same mean free path $\Lambda$, which does not depend on field. Magnons are created and destroyed quickly enough to keep their chemical potential at zero. The field is uniform and constant while a small temperature gradient is applied. Write $\delta=\Delta/k_BT$.

The comparison asked for is between $\Delta=k_BT$ and $\Delta=0$, at the same $T$, $D$ and $\Lambda$. SI and laboratory units are used, and $\hbar$ is kept.

## (a) Express the conductivity as a single integral

**Answer.** Let $n=1/(e^{x}-1)$ with $x=\varepsilon/k_BT$ be the local equilibrium occupation. A magnon of speed $v$ has lifetime $\tau=\Lambda/v$. In the steady state, to first order in the gradient, the Boltzmann equation reads

$$v_x\frac{\partial n}{\partial T}\frac{dT}{dx}=-\frac{\delta n}{\tau}
\quad\Rightarrow\quad
\delta n=-\tau v_x\frac{\partial n}{\partial T}\frac{dT}{dx}.$$

(Here $dT/dx$ is a derivative in position.) At zero chemical potential each magnon carries heat $\varepsilon$, including its Zeeman energy. The heat current density is therefore $V^{-1}\sum_k\varepsilon v_x\,\delta n$, and dividing by $-dT/dx$ gives

$$\kappa=\frac1V\sum_k \varepsilon\,v_x^2\,\frac{\Lambda}{v}\,\frac{\partial n}{\partial T}.$$

Since $\Delta$ is fixed, $\partial x/\partial T=-x/T$, so

$$\varepsilon\frac{\partial n}{\partial T}=k_B\,c(x),\qquad c(x)=\frac{x^2e^x}{(e^x-1)^2}.$$

This is the heat capacity of one mode. Isotropy replaces $v_x^2$ by $v^2/3$, and the sum becomes an integral with $d^3k=4\pi k^2dk$:

$$\kappa=\frac{\Lambda k_B}{3}\int\frac{4\pi k^2dk}{(2\pi)^3}\,v\,c
=\frac{\Lambda k_B}{6\pi^2}\int_0^\infty k^2\,v\,c\,dk .$$

Now let $y=Dk^2/k_BT$, so that $x=y+\delta$. Then $k^2=k_BT\,y/D$ and $v\,dk=d\varepsilon/\hbar=k_BT\,dy/\hbar$. Hence

$$\boxed{\kappa=\frac{\Lambda k_B(k_BT)^2}{6\pi^2\hbar D}\,J(\delta),\qquad
J(\delta)=\int_0^\infty y\,c(y+\delta)\,dy.}$$

The gap changes neither the speed at a given $k$ nor the number of modes there. In this model it acts through the mode heat capacity alone, and the required ratio is $R=J(1)/J(0)$.

## (b) Evaluate the gapless integral

**Answer.** Because $e^y/(e^y-1)^2=-dn/dy$, integration by parts gives

$$J(0)=-\int_0^\infty y^3\frac{dn}{dy}\,dy
=\big[-y^3n\big]_0^\infty+3\int_0^\infty\frac{y^2}{e^y-1}\,dy .$$

The boundary term vanishes: $y^3n\to y^2$ at small $y$, and $n$ decays exponentially at large $y$. Expanding $n=\sum_{m\ge1}e^{-my}$ turns the last integral into $\sum_m 2/m^3=2\zeta(3)$. Thus

$$J(0)=6\zeta(3)=7.2123 .$$

At zero gap, $\kappa\propto T^2$ for constant $\Lambda$.

## (c) Evaluate the integral at $\Delta=k_BT$ and find the reduction

**Answer.** Use $x=y+\delta$ as the variable and integrate by parts again:

$$J(\delta)=-\int_\delta^\infty(x^3-\delta x^2)\frac{dn}{dx}\,dx
=\int_\delta^\infty(3x^2-2\delta x)\,n\,dx .$$

The lower boundary term is zero because $x^3-\delta x^2$ vanishes at $x=\delta$. With $n=\sum_m e^{-mx}$, the integrals needed are

$$\int_\delta^\infty x^2e^{-mx}dx=e^{-m\delta}\left(\frac{\delta^2}{m}+\frac{2\delta}{m^2}+\frac2{m^3}\right),$$

$$\int_\delta^\infty xe^{-mx}dx=e^{-m\delta}\left(\frac{\delta}{m}+\frac1{m^2}\right).$$

Three times the first minus $2\delta$ times the second gives

$$J(\delta)=\sum_{m=1}^{\infty}e^{-m\delta}\left(\frac{\delta^2}{m}+\frac{4\delta}{m^2}+\frac6{m^3}\right).$$

At $\delta=1$ the first three terms are $11e^{-1}=4.046674$, $2.25e^{-2}=0.304504$ and $e^{-3}=0.049787$. The next three are $0.010875$, $0.002749$ and $0.000757$. The six terms add to $4.415347$.

The bracket decreases with $m$, so each later term is less than $e^{-1}$ times its predecessor. The remainder is therefore positive and below $0.000757/(e-1)\approx0.00044$. This already fixes the ratio to three digits; the full sum is $J(1)=4.4157$, and

$$\boxed{R=\frac{4.4157}{7.2123}=0.612.}$$

A gap equal to $k_BT$ lowers the magnon conductivity by about 39% of its gapless value.

## (d) Confirm the value from the small-gap side, and treat a large gap

**Answer.** In the form $J(\delta)=\int_\delta^\infty(x-\delta)c(x)\,dx$, differentiation gives

$$J'(\delta)=-\int_\delta^\infty c(x)\,dx,\qquad J''(\delta)=c(\delta).$$

By parts, $J'(0)=-2\int_0^\infty x\,n\,dx=-2\sum_m m^{-2}=-\pi^2/3$. Also $c(x)=[(x/2)/\sinh(x/2)]^2=1-x^2/12+x^4/240-\dots$. Integrating twice from zero,

$$J(\delta)=6\zeta(3)-\frac{\pi^2}{3}\delta+\frac{\delta^2}{2}-\frac{\delta^4}{144}+\frac{\delta^6}{7200}-\dots$$

At $\delta=1$ the terms shown give $4.41567$, in agreement with part (c).

For $\delta\gg1$ the $m=1$ term dominates the earlier sum, so $J\simeq e^{-\delta}(\delta^2+4\delta+6)$. The suppression is then exponential, softened by a polynomial. The full ratio is $0.955$ at $\delta=0.1$, $0.789$ at $0.5$, $0.351$ at $2$ and $0.097$ at $4$.

## (e) Which magnons lose the largest fraction of their contribution?

**Answer.** A mode with kinetic energy $yk_BT$ keeps the fraction $r(y)=c(y+\delta)/c(y)$. With $u=x/2$,

$$\frac{d^2\ln c}{du^2}=-\frac2{u^2}+\frac2{\sinh^2u}<0,$$

because $\sinh u>u$. The slope of $\ln c$ therefore decreases with $x$, which makes $r(y)$ a decreasing function of $y$. Its limits are $c(\delta)$ at $y\to0$, since $c(0)=1$, and $e^{-\delta}$ at $y\to\infty$, since $c\to x^2e^{-x}$.

For $\delta=1$, $r$ falls from $0.921$ at $y\to0$ to $0.786$ at $y=1$, $0.613$ at $y=3$ and $0.499$ at $y=6$, and tends to $0.368$. The fast magnons lose the larger fraction. For the slow ones the gap makes the occupation respond less to temperature, but each magnon carries more energy. The mode heat capacity is the product of $\partial n/\partial T$ and $\varepsilon$, and as $y\to0$ it falls only from $k_B$ to $0.921\,k_B$.

The ratio $R$ is the average of $r(y)$ with weight $y\,c(y)$, so it must lie between $0.368$ and $0.921$.

If the lifetime, instead of the mean free path, were constant, the integrand would gain a factor $v\propto\sqrt y$. That moves weight towards modes with smaller $r$, and the ratio drops to $0.582$.

## (f) Apply the result at 2 K, and assess the model

Take $D=5.3$ meV nm² and $g=2$, rough values for yttrium iron garnet, and assume $\Lambda=10$ µm. The mean free path depends on the sample. The conductivities below are proportional to it, but $R$ is not affected.

**Answer.** Here $k_BT=0.1723$ meV, so the required field is $B=k_BT/(g\mu_B)=1.49$ T. In SI units $k_BT=2.761\times10^{-23}$ J and $D=8.49\times10^{-40}$ J m². The prefactor is

$$\frac{(10^{-5})(1.381\times10^{-23})(2.761\times10^{-23})^2}{6\pi^2(1.055\times10^{-34})(8.49\times10^{-40})}
\approx0.01985\ \mathrm{W/(m\,K)}.$$

Multiplication by $J(0)$ and $J(1)$ gives

$$\kappa(0)=0.143\ \mathrm{W/(m\,K)},\qquad \kappa(k_BT)=0.088\ \mathrm{W/(m\,K)}.$$

A direct sum of the first expression for $\kappa$ in part (a) over a three-dimensional $k$ grid, with the temperature derivative taken numerically at fixed gap, gives the same two values to these digits.

The thermal wavelength $2\pi\sqrt{D/k_BT}=35$ nm is far below $\Lambda$, which supports the particle picture. If the field stays at 1.49 T, warming to 4 K makes $\delta=0.5$ and $R=0.789$; cooling to 1 K makes $\delta=2$ and $R=0.351$.

**The real material.** Several corrections to $R$, each taken alone, are small for these numbers:

- The dipolar interaction changes the dispersion to $\sqrt{A(A+g\mu_B\mu_0M_s\sin^2\theta)}$, with $A=\Delta+Dk^2$ and $\theta$ the angle between $\mathbf k$ and the magnetization. For $\mu_0M_s=0.25$ T the direction-averaged ratio is $0.610$; it is $0.608$ for heat flow along the magnetization and $0.611$ across it.
- An isotropic cosine band with the same $D$ and a 1.24 nm lattice constant gives $0.611$.
- A residual anisotropy field of 0.02 T lowers the zero-field reference by 0.6%. If the total gap in the field is still $k_BT$, the ratio becomes $0.616$.

Phonons matter more for a measurement of total heat flow. Three branches with sound speed 4200 m/s and the same $\Lambda$ carry $0.185$ W/(m K). If they do not respond to the field, the total conductivity falls only to

$$\frac{0.185+0.088}{0.185+0.143}\approx0.83$$

of its zero-field value. Separate transverse and longitudinal speeds of about 3840 and 7210 m/s change the phonon part to $0.168$ W/(m K) and this ratio to $0.82$. Adding the two conductivities assumes that magnons and phonons share one local temperature. If heat enters only through the phonons, the field effect is weaker: the ratio is $0.89$ for a sample ten (zero-field) magnon–phonon relaxation lengths long and $0.97$ for three. With this single averaged sound speed, magnon and phonon branches cross at $1.16$ and $7.21\,k_BT$ in the gapped case. Real transverse and longitudinal branches have different speeds, which shifts the upper crossing strongly. Mixing of magnons and phonons is left out and has not been sized. A field-dependent $\Lambda$ would multiply $R$ by the ratio of the two mean free paths. The applied field also differs from the internal one by the demagnetizing field.

## (g) What if magnon number is conserved and no magnon current can flow?

**Answer.** A gradient of chemical potential $\mu$ then builds up. Near $\mu=0$,

$$dn=\left(-\frac{\partial n}{\partial\varepsilon}\right)\left(d\mu+\frac{\varepsilon}{T}\,dT\right).$$

Define $L_p=\int_\delta^\infty(x-\delta)\,x^p\,(-dn/dx)\,dx$, so that $L_2=J$. Up to a common factor, and with primes for position derivatives,

$$j_N\propto-L_0\mu'-L_1k_BT',\qquad
j_Q\propto k_BT\,(-L_1\mu'-L_2k_BT').$$

Setting $j_N=0$ gives $\mu'=-(L_1/L_0)k_BT'$. Substitution into $j_Q$ replaces $J$ by $L_2-L_1^2/L_0$.

Integration by parts, as in part (c), gives

$$L_0=\int_\delta^\infty n\,dx=\sum_m\frac{e^{-m\delta}}{m},$$

$$L_1=\int_\delta^\infty(2x-\delta)\,n\,dx=\delta L_0+2\sum_m\frac{e^{-m\delta}}{m^2}.$$

At $\delta=1$, $L_0=0.4587$ and $L_1=0.45868+2(0.40875)=1.2762$. Therefore

$$J\to4.4157-\frac{1.2762^2}{0.4587}=0.865 .$$

As $\delta\to0$, $L_0$ diverges logarithmically while $L_1$ stays finite, so the strictly gapless reference remains $7.212$ and the ratio becomes $0.12$. The approach to that limit is slow: with the 0.02 T anisotropy gap the reference is $4.79$, and the ratio is $0.18$. These values belong to the pure $\Delta+Dk^2$ band and are not estimates for the garnet. $L_0$ is controlled by the lowest modes, which the dipolar term of part (f) reshapes. With that dispersion $L_0$ stays finite at zero gap, and the direction-averaged ratio is $0.17$ without the anisotropy gap and $0.20$ with it. The dipolar interaction also breaks number conservation itself.

The answer $0.612$ thus depends on fast relaxation of magnon number. It fails in a short sample whose contacts block the magnon current, and the crossover to a long sample is slow. Suppose that magnon number relaxes at a rate proportional to $\mu$, that heat is conserved among the magnons, and that no magnon current crosses the ends. In the units of the currents above, write $j_N'=-\Gamma\mu$ and $j_Q'=0$. Eliminating $T'$ gives $\mu''=\mu/\lambda^2$ with $\lambda^2=(L_0-L_1^2/L_2)/\Gamma$; at $\delta=1$ this decay length is $0.44$ of the isothermal value $\sqrt{L_0/\Gamma}$. Solving the two balance equations for a sample of length $\ell\lambda$ then gives

$$J\to\frac{J}{1+a\,\dfrac{\tanh(\ell/2)}{\ell/2}},\qquad a=\frac{L_1^2}{L_0L_2-L_1^2},$$

with $a=4.1$ at $\delta=1$. The gapped conductivity is still 45% below its bulk value at $\ell=10$ and 8% below at $\ell=100$.

## Calculated quantities

```
INPUTS (rough, yttrium iron garnet)
temperature = 2.0 K
stiffness D = 5.3 meV nm^2
mean free path = 10 um, g = 2
mu0 Ms = 0.25 T, anisotropy field = 0.02 T
lattice constant = 1.24 nm
sound speed = 4200 m/s
MAIN RESULT
kB T = gap = 0.1723 meV
field for gap = kB T: 1.489 T
thermal wavelength 2 pi/k_T = 34.8 nm
series term n=1: 4.046674
series term n=2: 0.304504
series term n=3: 0.049787
series term n=4: 0.010875
series term n=5: 0.002749
series term n=6: 0.000757
sum of six terms = 4.415347
Li1, Li2, Li3 at 1/e = 0.458675, 0.408754, 0.386995
J(0) = 7.212341
J(1) closed form = 4.415665, quadrature = 4.415665
J(1) small-gap series = 4.415668
ratio R = 0.61224, reduction = 38.78 %
kappa gapless = 0.1432 W/(m K), k sum 0.1432
kappa gapped  = 0.0877 W/(m K), k sum 0.0877
RATIO AGAINST GAP/(kB T)
d = 0.1: R = 0.9551
d = 0.5: R = 0.7892
d = 1.0: R = 0.6122
d = 2.0: R = 0.3507
d = 4.0: R = 0.0971
MODE HEAT CAPACITY RATIO c(y+1)/c(y)
y -> 0: 0.9207
y = 1: 0.7864
y = 3: 0.6127
y = 6: 0.4992
y -> infinity: 0.3679
NEGLECTED EFFECTS AND OTHER ASSUMPTIONS
R for constant lifetime = 0.5824
dipolar energy/(kB T) = 0.1679
dipolar J(0), J(1) = 7.0388, 4.2916
R with dipolar interaction = 0.6097
R with cosine band = 0.6114
anisotropy gap/(kB T) = 0.0134
J(anisotropy gap)/J(0) = 0.9939
blocked magnon current: J(1) becomes 0.8649
blocked, at anisotropy gap: 4.7885
phonon kappa = 0.1849 W/(m K)
ratio of total kappa with phonons = 0.8308
branch crossings at 1.16, 7.21 kB T
```
